# Substrate thermal conductivity from the three-omega signal of a narrow heater

A narrow metal line on a thick, electrically insulating substrate serves as both heater and thermometer. Driven by a current \(I_0\cos\omega t\), it develops a small voltage at \(3\omega\) whose in-phase part falls linearly with \(\ln\omega\). The slope gives the thermal conductivity \(k\) of the substrate:

\[
k=-\frac{I_0^3R_0R'}{8\pi L}\left[\frac{d\,\mathrm{Re}V_3}{d\ln\omega}\right]^{-1}.
\]

Here \(L\) is the line length, \(R_0\) its resistance at its mean temperature, and \(R'=dR/dT\). Amplitudes are peak values, and an oscillation at \(n\omega\) is written \(\mathrm{Re}[Ae^{in\omega t}]\). With rms current and voltage, \(I_0^3/V_3\) becomes \(2I_{\rm rms}^3/V_{3,\rm rms}\), so the 8 becomes 4. The law holds to leading order when the thermal length \(\lambda=\sqrt{D/2\omega}\), with \(D\) the substrate diffusivity, is much greater than the half-width \(b\) and much smaller than both \(L\) and the substrate thickness. The resistance oscillation must also be small compared with \(R_0\), and the heat stored in the line or lost through its leads and the surface must be negligible.

The Joule power is

\[
I_0^2R_0\cos^2\omega t=P(1+\cos2\omega t),\qquad P=\tfrac12I_0^2R_0 .
\]

Its steady part sets the mean temperature. Its oscillating part, of amplitude \(P\), produces a temperature oscillation \(\mathrm{Re}[\Theta e^{2i\omega t}]\), and the resistance becomes \(R_0+R'\,\mathrm{Re}[\Theta e^{2i\omega t}]\). Multiplying the second term by the current, and using \(\cos\omega t=(e^{i\omega t}+e^{-i\omega t})/2\), gives

\[
I_0R'\cos\omega t\,\mathrm{Re}[\Theta e^{2i\omega t}]
=\tfrac12I_0R'\,\mathrm{Re}[\Theta e^{3i\omega t}+\Theta e^{i\omega t}].
\]

Hence \(V_3=\tfrac12I_0R'\Theta\). The term at \(\omega\) is hidden under the much larger voltage \(I_0R_0\), which is why the third harmonic is measured.

To find \(\Theta\), first let the heater be a long line of negligible width on a half-space whose surface loses no heat. At frequency \(2\omega\) the diffusion equation in the distance \(r\) from the line is

\[
\frac{d^2\theta}{dr^2}+\frac1r\frac{d\theta}{dr}=q^2\theta,\qquad
q^2=\frac{2i\omega}{D},\qquad q=\frac{e^{i\pi/4}}{\lambda}.
\]

The solution that decays at large \(r\) is \(\theta=A K_0(qr)\), with \(K_0\) the modified Bessel function. Close to the line \(K_0'(z)\to-1/z\), so \(d\theta/dr\to-A/r\). All the power crosses a small half-cylinder of area \(\pi rL\), so \(P=-k\pi rL\,d\theta/dr=\pi LkA\). Therefore

\[
\theta(r)=\frac{P}{\pi Lk}K_0(qr).
\]

A real heater occupies \(-b<x<b\). Take the heat flux to be uniform over this strip; the resistance then responds to the temperature averaged over the width. By superposition \(\Theta=Pg/(\pi Lk)\), where \(g\) is the mean of \(K_0(q|x-x'|)\) over all pairs of points on the strip. If the separation is \(2bu\), with \(0<u<1\), the probability density of \(u\) is \(2(1-u)\), so

\[
g=\int_0^12(1-u)K_0(2qbu)\,du .
\]

For small argument,

\[
K_0(z)=-\left[\ln\frac z2+\gamma\right]\left(1+\frac{z^2}{4}\right)+\frac{z^2}{4}+\dots,
\]

with \(\gamma=0.5772\) Euler's constant. Here \(z/2=qbu\). The averages needed follow from \(\int_0^1u^n\ln u\,du=-1/(n+1)^2\):

\[
\langle\ln u\rangle=2\left(-1+\tfrac14\right)=-\tfrac32,\quad
\langle u^2\rangle=2\left(\tfrac13-\tfrac14\right)=\tfrac16,\quad
\langle u^2\ln u\rangle=2\left(-\tfrac19+\tfrac1{16}\right)=-\tfrac7{72}.
\]

Inserting them gives

\[
g=-\ln(qb)+\tfrac32-\gamma+\frac{(qb)^2}{6}\left[\tfrac{19}{12}-\gamma-\ln(qb)\right]+\dots
\]

Define \(x=|qb|^2=2\omega b^2/D\) (from here on \(x\) has this meaning). Then \((qb)^2=ix\) and \(\ln(qb)=\tfrac12\ln x+i\pi/4\). Separating real and imaginary parts,

\[
\mathrm{Re}\,g=-\tfrac12\ln x+\tfrac32-\gamma+\frac{\pi x}{24},
\]
\[
\mathrm{Im}\,g=-\frac\pi4+\frac x6\left[\tfrac{19}{12}-\gamma-\tfrac12\ln x\right].
\]

For \(x\ll1\), \(d\,\mathrm{Re}\,g/d\ln\omega=-\tfrac12\), and

\[
\frac{d\,\mathrm{Re}V_3}{d\ln\omega}
=\frac{I_0R'}2\,\frac{I_0^2R_0}{2\pi Lk}\left(-\frac12\right)
=-\frac{I_0^3R_0R'}{8\pi Lk},
\]

which is the stated result. Two frequencies are enough:

\[
k=\frac{I_0^3R_0R'\ln(f_2/f_1)}{8\pi L\,[\mathrm{Re}V_3(f_1)-\mathrm{Re}V_3(f_2)]}.
\]

The logarithm has a simple origin. A half-cylindrical shell between radii \(r_1\) and \(r_2\) has thermal resistance \(\ln(r_2/r_1)/(\pi Lk)\). Lowering the frequency moves the outer radius, of order \(\lambda\propto\omega^{-1/2}\), further into the substrate, and the exponent supplies the factor \(\tfrac12\). The slope thus measures shells at depths of order \(\lambda\), while steady thermal resistances close to the heater go into the intercept.

The flux profile illustrates this. Suppose the metal spreads heat so well that the strip is isothermal. The flux density, normalized to one, is then \(1/(\pi\sqrt{b^2-x'^2})\). To see this, put the observation point at \(b\cos\alpha\) and the source at \(b\cos\varphi\), so that the flux is uniform in \(\varphi\) between 0 and \(\pi\). Since

\[
|\cos\alpha-\cos\varphi|=2\left|\sin\frac{\varphi+\alpha}2\,\sin\frac{\varphi-\alpha}2\right|,
\]

the two sine logarithms, integrated over \(\varphi\), together cover one full period of \(\ln|\sin(\psi/2)|\), whose integral is \(-2\pi\ln2\). The mean logarithm of the distance is therefore \(\ln b+\ln2-2\ln2=\ln(b/2)\), independent of \(\alpha\), as an isothermal strip requires. Then \(g=-\ln(qb)+2\ln2-\gamma\). The intercept constant changes from 0.923 to 0.809, and the leading slope stays at \(-\tfrac12\).

For uniform flux, a thermal boundary conductance \(G\) between metal and substrate likewise adds the real, frequency-independent drop \(P/(2bLG)\). So does a dielectric film much thinner than the line width and much less conducting than the substrate, provided its own heat storage is negligible. To leading order, both leave the slope alone.

The slope must be taken from the in-phase part. At leading order the magnitude obeys

\[
\frac{d|g|}{d\ln\omega}=-\frac12\,\frac{\mathrm{Re}\,g}{|g|},
\]

because \(\mathrm{Im}\,g\) is constant. This is smaller in size than \(\tfrac12\), so using \(|V_3|\) makes \(k\) too large. The out-of-phase part offers a second estimate: \(\mathrm{Im}\,\Theta=-P/(4Lk)\) for \(x\ll1\).

For an example, take a copper line on single-crystal rutile TiO\(_2\), lying along the \(c\) axis. Both directions in the cross-section are then equivalent, and \(k\) is the conductivity perpendicular to \(c\). Rough values near 300 K are \(k=7\) W/(m K), 10 W/(m K) along \(c\), and a heat capacity of 2.9 J/(cm³ K), so \(D=0.0241\) cm²/s. The line is 4 µm wide (\(b=2\) µm), 200 nm thick and 2 mm long. With a rough resistivity of 2 µΩ cm,

\[
R_0=\frac{(2\times10^{-8})(2\times10^{-3})}{(4\times10^{-6})(0.2\times10^{-6})}=50\ \Omega .
\]

A rough \(R'/R_0=0.0035\) K\(^{-1}\) gives \(R'=0.175\) Ω/K. At 10 mA peak current, \(P=\tfrac12(0.01)^2(50)=2.5\) mW and \(P/(\pi Lk)=56.8\) mK. Evaluating the integral for \(g\) by Gauss–Legendre quadrature gives these model signals:

| \(f\) (Hz) | \(\lambda\) (µm) | \(x\) | Re \(\Theta\) (mK) | Re \(V_3\) (µV) | Im \(V_3\) (µV) |
|---|---|---|---|---|---|
| 200 | 31.0 | 0.0042 | 208.3 | 182.226 | −38.93 |
| 632 | 17.4 | 0.0132 | 175.6 | 153.654 | −38.72 |
| 2000 | 9.8 | 0.0416 | 143.1 | 125.205 | −38.17 |

The two ends of the band give

\[
k=\frac{(0.01)^3(50)(0.175)\ln10}{8\pi(2\times10^{-3})(57.021\times10^{-6})}=7.03\ \mathrm{W/(m\,K)},
\]

against the 7 put in. The excess comes from the width term: the local slope is \(-\tfrac12(1-\pi x/12)\), so the recovered value is high by the fraction

\[
\frac{\pi(x_2-x_1)}{12\ln(f_2/f_1)}=0.43\,\%,
\]

close to the 0.42 % found from the full integral. If this error is to stay below 1 % locally, \(x\) must be below about 0.04, or \(\lambda\) above about \(5b\). These figures assume uniform flux. The copper film here spreads heat well enough to be nearly isothermal across its width. For an isothermal strip the term \(\pi x/24\) in \(\mathrm{Re}\,g\) becomes \(\pi x/16\), so the error over this band is about 0.6 %, and the 1 % limit tightens to \(x\) below about 0.025, or \(\lambda\) above about \(6b\). With uniform flux and no heat storage in the metal, the slope of \(|V_3|\) would give 7.23 W/(m K), and the out-of-phase part gives 7.02 W/(m K) at 200 Hz but 7.16 W/(m K) at 2 kHz, since the correction to \(\mathrm{Im}\,g\) grows with \(x\).

The other limits can be sized for the same line. Finite length removes the heat that an infinite line would supply from beyond the ends. A surface point source of unit power gives \(e^{-qr}/(2\pi kr)\). For separations \(s\ll L\), a length \(s\) of the line has its partner at distance \(s\) missing at each end. With power \(P/L\) per unit length, the mean deficit is

\[
\frac{P}{2\pi kL}\,\frac2L\int_0^\infty s\,\frac{e^{-qs}}s\,ds=\frac{P}{\pi kL}\,\frac1{qL}.
\]

The finite width alters this mainly by a small constant. If the conductivity along the line is \(k_c\), rescaling that coordinate by \(\sqrt{k/k_c}\) restores the isotropic equation and replaces \(L\) in \(1/(qL)\) by \(L'=L\sqrt{k/k_c}\). Because \(\mathrm{Re}(1/q)=\lambda/\sqrt2\), the ends lower the signal more at low frequency and flatten the slope by the fraction \(\lambda/(\sqrt2L')\). Averaging numerically over the finite rectangle raises the recovered \(k\) by 0.78 % relative to the strip model.

Three effects belong to the metal. Write \(\Theta=PZ\) for the strip model, with \(Z\) evaluated at the heating frequency. First, the heater stores heat. If its heat capacity is \(C\), the substrate receives \(P-2i\omega C\Theta\), so

\[
\Theta=Z(P-2i\omega C\Theta)=\frac{PZ}{1+2i\omega CZ}.
\]

To first order in \(C\), the real part of \(\Theta/P\) changes by \(4\omega C\,\mathrm{Re}Z\,\mathrm{Im}Z\). This is negative and, in this band, grows in size with frequency. The slope steepens, and with 3.45 J/(cm³ K) as the model input for copper, the recovered \(k\) falls by 0.91 %.

Second, wide contact pads cool the ends. Let the metal have conductivity \(K\) and cross-section \(A\), and treat the substrate locally as a conductance \(1/(LZ)\) per unit length. With \(y\) measured from the middle of the line,

\[
KA\,\theta''=\frac{\theta}{LZ}-\frac PL,\qquad
\theta=PZ\left[1-\frac{\cosh(y/\ell)}{\cosh(L/2\ell)}\right],\qquad \ell^2=KALZ,
\]

where the ends are held at zero oscillation. The mean over the length is \(PZ[1-(2\ell/L)\tanh(L/2\ell)]\). The Wiedemann–Franz law gives \(K=366\) W/(m K), hence \(|\ell|=7.1\) µm at 200 Hz. The loss is larger where \(|Z|\) is larger, so it flattens the slope; in this fin model the recovered \(k\) rises by 0.98 %. That figure is only a rough estimate. A local conductance requires the temperature to vary slowly along the line on the scale \(\lambda\), that is \(|\ell|\gg\lambda\), whereas here \(|\ell|\) is shorter than \(\lambda\) throughout the band. Coupling the metal to the half-space through the full point-source response, with the ends again held at zero oscillation, gives about 0.76 % beyond the finite-length shift.

Third, the oscillating resistance modulates the heating itself. With \(a=R'/R_0\), the power is \(P(1+\cos2\omega t)(1+aT)\), where \(T\) is the oscillating temperature. To first order in \(a\), its component at \(2\omega\) gains \(aP\Theta\) and one of \(\tfrac12aP\Theta\) appears at \(4\omega\). The latter heats the line at \(4\omega\) and mixes with the current to give another voltage at \(3\omega\). Together,

\[
V_3=\tfrac12I_0R'PZ(2\omega)\left\{1+aP\left[Z(2\omega)+\tfrac12Z(4\omega)\right]\right\}.
\]

Iterating the periodic heating numerically until temperature and power agree lowers the recovered \(k\) by 0.18 %.

With uniform flux across the width, the effects of width, length, heat storage and the fin estimate of lead cooling together give 7.09 W/(m K), 1.3 % above the input. The last digit is uncertain by about 0.02: the nearly isothermal flux profile adds about 0.2 %, while the nonlocal treatment of the leads and the resistance feedback each remove about 0.2 %, which leaves about 7.08 W/(m K). This near agreement rests partly on cancellation between heat storage and the other effects, and another geometry need not share it.

For a line in vacuum, the remaining effects change the slope much less here. An insulated back face at depth \(d\) acts through image lines at distances \(2nd\) on both sides, adding \(2\sum_nK_0(2nqd)\) to \(g\). For \(d=0.5\) mm this changes \(\Theta\) by about \(10^{-11}\) of its value at 200 Hz. Surface loss with a rough coefficient of 10 W/(m² K), enough to cover radiation, changes it by \(2\times10^{-5}\). Still air would matter more: it acts as a second half-space in parallel with the substrate and adds roughly its own conductivity, 0.026 W/(m K), to the recovered \(k\), or about 0.4 %. A rough boundary conductance of 100 MW/(m² K) causes a 3.1 mK drop, about 2 % of \(\mathrm{Re}\,\Theta\), which would disturb an absolute reading but hardly the slope. A dielectric film under the line is less harmless, because it stores and spreads heat: with rough values of 1.4 W/(m K) and 1.6 J/(cm³ K), a film 100 nm thick lowers the recovered \(k\) by about 0.25 %, and one 400 nm thick by about 1.1 %.

The peak current density is 1.25 MA/cm²; electromigration is outside the model. Averaging the steady point-source response over the line gives a mean rise of 0.41 K for a half-space. If the substrate is mounted on a good heat sink, the conductivity therefore refers to a temperature close to that of the sink; a chip cooled only through its surfaces warms by several kelvin if it is about 5 mm across, and by more than 10 K if it is 3 mm across. A real line adds errors of calibration: at fixed measured slope, 1 % in \(R'\) gives 1 % in \(k\), and 1 % in \(I_0\) gives about 3 %. The drive must also be clean. The fundamental voltage is \(I_0R_0=0.5\) V, so a third harmonic of four parts per million in the current already produces about 2 µV, or 1 % of the signal at 200 Hz. If that spurious voltage is constant and in phase it shifts the intercept; if it varies with frequency it corrupts \(k\).

All numerical values are calculated from the stated model.
